# Inglesfield's variational embedding and the free-electron half-line, part 1

(Sections cited here and not found follow in the second part.)

## 1. A well attached to a free half-line

Hartree atomic units are used. An electron moves on a line with $H=-\tfrac12 d^2/dx^2+V$. Region I is $-a<x<0$, with a hard wall at $-a$ and any real potential inside. Region II is $x>0$, where $V=0$. The aim is the ground energy $E_0<0$ from integrals over I alone.

Choose any real $\phi$ in I with $\phi(-a)=0$, choose an energy $\epsilon=-\kappa^2/2<0$, and continue $\phi$ into II by the decaying solution $\psi=\phi(0)e^{-\kappa x}$. The joined function is continuous, so its kinetic energy $\tfrac12\int\Psi'^2$ is finite and the Rayleigh quotient bounds $E_0$ from above. The integrals over II are
$$\int_0^\infty\psi^2dx=\frac{\phi(0)^2}{2\kappa},\qquad \frac12\int_0^\infty\psi'^2dx=\frac{\kappa}{4}\phi(0)^2 .$$
Define $\Sigma(\epsilon)=-\tfrac12\psi'(0)/\psi(0)=\kappa/2$. Since $d\kappa/d\epsilon=-1/\kappa$, its energy derivative is $\Sigma'=-1/2\kappa$, and $\Sigma-\epsilon\Sigma'=\kappa/2-\kappa/4=\kappa/4$. The norm in II is thus $-\Sigma'\phi(0)^2$, the energy in II is $(\Sigma-\epsilon\Sigma')\phi(0)^2$, and
$$E=\frac{\int_I(\tfrac12\phi'^2+V\phi^2)\,dx+(\Sigma-\epsilon\Sigma')\phi(0)^2}{\int_I\phi^2dx-\Sigma'\phi(0)^2}\ \ge E_0 .$$
Region II enters through one function of energy placed on the boundary. The general case has the same form, with $\Sigma$ an operator on a surface.

## 2. The kinked trial function

Let $H=-\tfrac12\nabla^2+V$ with $V$ real, local and free of delta layers on the dividing surface $S$. The normal $n$ points from I into the substrate II. Functions vanish on any outer wall of I. Let $\epsilon$ be real and below the whole spectrum of the Dirichlet problem of II, that is, of $H$ in II with zero value on $S$; this includes the continuum of II. Then $(H-\epsilon)\psi=0$ with $\psi=\phi$ on $S$ has one decaying solution, because the difference of two would be a Dirichlet eigenfunction at $\epsilon$.

The trial function is $\Psi=\phi$ in I and $\psi$ in II. It is continuous, so the quotient $\int(\tfrac12|\nabla\Psi|^2+V\Psi^2)/\int\Psi^2$ bounds $E_0$. Apply $|\nabla f|^2=\nabla\cdot(f\nabla f)-f\nabla^2f$ and the divergence theorem in each region. The outward normal is $n$ for I and $-n$ for II, so
$$\int_I\left(\tfrac12|\nabla\phi|^2+V\phi^2\right)=\int_I\phi H\phi+\tfrac12\int_S\phi\,\partial_n\phi,\tag{1}$$
$$\int_{II}\left(\tfrac12|\nabla\psi|^2+V\psi^2\right)=\epsilon\int_{II}\psi^2-\tfrac12\int_S\phi\,\partial_n\psi,\tag{2}$$
where (2) uses $H\psi=\epsilon\psi$ and $\psi=\phi$ on $S$. The two surface terms add to $\tfrac12\int_S\phi(\partial_n\phi-\partial_n\psi)$, the energy of the kink. The same integration by parts with two functions gives
$$\int_I\chi H\phi+\tfrac12\int_S\chi\,\partial_n\phi=\int_I\left(\tfrac12\nabla\chi\cdot\nabla\phi+V\chi\phi\right)\equiv h[\chi,\phi],\tag{3}$$
which is symmetric in $\chi$ and $\phi$. The slope term is what makes $H$ symmetric on I alone. What remains is to express $\partial_n\psi$ and $\int_{II}\psi^2$ through $\phi$ on $S$.

## 3. The surface potential from the substrate Green's function

Green's functions here obey $(H-z)G=\delta$. Let $G_0(r,r';z)$ be the one for II alone, decaying far away, with $\partial_nG_0=0$ on $S$; it is the resolvent of a real symmetric operator and hence symmetric in $r,r'$. For two decaying functions in II the potential cancels in the difference below, and the divergence theorem with outward normal $-n$ gives
$$\int_{II}\left[u(H-\epsilon)w-w(H-\epsilon)u\right]=-\tfrac12\int_{II}\nabla\cdot(u\nabla w-w\nabla u)=\tfrac12\int_S(u\,\partial_nw-w\,\partial_nu).\tag{4}$$
Put $u=G_0(\cdot,r')$ and $w=\psi$. The left side is $0-\psi(r')$, and on the right the term with $\partial_nG_0$ vanishes:
$$\psi(r')=-\tfrac12\int_S G_0(r',s)\,\partial_n\psi(s)\,ds.\tag{5}$$
Let $r'$ approach $S$. The kernel is continuous in one dimension and has an integrable $1/\rho$ singularity in three (part 8), so (5) becomes the surface equation $\phi=-\tfrac12G_0\,\partial_n\psi$. A slope that this map sent to zero would belong to a solution vanishing on $S$, a Dirichlet eigenfunction, which the choice of $\epsilon$ excludes. Wherever $G_0$ exists, that is, away from the eigenvalues of the zero-slope problem, which can lie below the Dirichlet spectrum, the map can be inverted:
$$\Sigma(\epsilon)=G_0^{-1}\ \text{on }S,\qquad \partial_n\psi=-2\Sigma\phi .\tag{6}$$
$\Sigma$ is the embedding potential. It is symmetric because $G_0$ is, and it is $-\tfrac12$ times the map from boundary value to boundary slope, as in part 1. Its poles lie at Dirichlet eigenvalues of II. At an eigenvalue of the zero-slope problem $G_0$ has a pole, while $\Sigma$ merely has a zero eigenvalue, since a solution there has $\partial_n\psi=0$. With the opposite convention $G=(z-H)^{-1}$, equation (6) reads $\Sigma=-G_0^{-1}$.

The inverse is that of an operator on $S$ and differs from a pointwise reciprocal. A two-channel substrate shows this. Take the matrix potential $\mathrm{diag}(0,0.4)+We^{-x}$ hartree with $W_{11}=-0.2$, $W_{12}=0.25$, $W_{22}=0.5$ ($x$ in bohr) and $\epsilon=-0.4$. Inverting the $2\times2$ matrix $G_0(0,0)$ from a grid gives $\Sigma_{11},\Sigma_{12},\Sigma_{22}=0.36924,\ 0.07704,\ 0.76367$ hartree bohr. An independent route uses $Y=\psi'\psi^{-1}$ for the matrix of decaying solutions, which obeys $Y'=\psi''\psi^{-1}-Y^2=2(V-\epsilon)-Y^2$; integrated inward it gives $-Y(0)/2=0.36924,\ 0.07703,\ 0.76366$. The reciprocal of one element is different: $2\times2$ inversion gives $1/(G_0)_{11}=\Sigma_{11}-\Sigma_{12}^2/\Sigma_{22}=0.36924-0.00777=0.36147$, the value found.

## 4. Energy derivatives of $\Sigma$

Hold $\phi$ fixed on $S$ and let $\dot\psi=\partial\psi/\partial\epsilon$. Differentiating $(H-\epsilon)\psi=0$, the boundary value and (6) gives
$$(H-\epsilon)\dot\psi=\psi,\qquad \dot\psi|_S=0,\qquad \partial_n\dot\psi=-2\Sigma'\phi .$$
In (4) put $u=\psi$, $w=\dot\psi$. The left side is $\int_{II}\psi^2$ and the right side is $\tfrac12\int_S\phi\,\partial_n\dot\psi$. With $\langle A\rangle=\int_S\phi A\phi$,
$$\int_{II}\psi^2=-\langle\Sigma'\rangle .\tag{7}$$
So $\Sigma$ decreases with energy. The first two conditions on $\dot\psi$ say that $\dot\psi=G_D\psi$, with $G_D$ the Dirichlet Green's function of II at $\epsilon$. Differentiating (7) once more,
$$\langle\Sigma''\rangle=-2\int_{II}\psi\dot\psi=-2\langle\psi|G_D|\psi\rangle<0.\tag{8}$$
The sign follows because $G_D=(H_D-\epsilon)^{-1}$ is positive below the Dirichlet spectrum. In a gap higher up, (7) survives but the sign in (8) is no longer assured. For the two-channel substrate with boundary vector $(1,0.5)$, the grid norm and the finite-difference $-\langle\Sigma'\rangle$ are both $0.66955$ bohr, and both sides of (8) are $-0.8548$ bohr/hartree.

## 5. The embedded functional

By (6) and (7), equation (2) equals $\langle\Sigma\rangle-\epsilon\langle\Sigma'\rangle$. Adding (1) and dividing by the total norm gives Inglesfield's functional
$$E[\phi,\epsilon]=\frac{\int_I\phi H\phi+\tfrac12\int_S\phi\,\partial_n\phi+\langle\Sigma-\epsilon\Sigma'\rangle}{D}\ge E_0,\qquad D=\int_I\phi^2-\langle\Sigma'\rangle .\tag{9}$$
The fraction of the norm in II is $-\langle\Sigma'\rangle/D$. A Dirichlet function of II, extended by zero into I, is itself a trial function, so $E_0$ cannot lie above the Dirichlet spectrum. If it lies strictly below, $\epsilon=E_0$ is admissible; with $\phi$ the true ground state in I, $\psi$ is then the true ground state in II by uniqueness, and (9) is an equality.

Write (9) as $E=N/D$. Stationarity in $\phi$ at fixed $\epsilon$ means $\delta N-E\,\delta D=0$. By (3) and the symmetry of $\Sigma$ each quadratic form varies as twice its mixed form, so
$$\int_I\delta\phi\,(H-E)\phi+\int_S\delta\phi\left\{\tfrac12\partial_n\phi+[\Sigma+(E-\epsilon)\Sigma']\phi\right\}=0 .$$
Variations inside I give $(H-E)\phi=0$. Variations on $S$ give
$$\partial_n\phi=-2\left[\Sigma(\epsilon)+(E-\epsilon)\Sigma'(\epsilon)\right]\phi.\tag{10}$$
The bracket is the first-order Taylor expansion of $\Sigma(E)$ about $\epsilon$. At $\epsilon=E$, comparison with (6) shows $\partial_n\phi=\partial_n\psi$: the kink is gone and $\Psi$ is an eigenfunction of the whole system. No slope was imposed on $\phi$; the matching is a natural boundary condition.

In a basis $\phi=\sum_\mu c_\mu\chi_\mu$ defined in I and not vanishing on $S$, set $H_{\mu\nu}=h[\chi_\mu,\chi_\nu]$, $O_{\mu\nu}=\int_I\chi_\mu\chi_\nu$ and $\Sigma_{\mu\nu}=\int_S\chi_\mu\Sigma\chi_\nu$. Then
$$(H+\Sigma-\epsilon\Sigma')\,c=E\,(O-\Sigma')\,c,\tag{11}$$
a symmetric problem whose metric $O-\Sigma'$ is positive by (7).

## 6. Dependence on the trial energy

Let $E(\epsilon)$ be the lowest root of (11), assumed nondegenerate. Because $E$ is stationary in $c$, its derivative comes from the explicit $\epsilon$ dependence: $\partial N/\partial\epsilon=\langle\Sigma'-\Sigma'-\epsilon\Sigma''\rangle$ and $\partial D/\partial\epsilon=-\langle\Sigma''\rangle$. Hence
$$\frac{dE}{d\epsilon}=\frac{1}{D}\left(\frac{\partial N}{\partial\epsilon}-E\frac{\partial D}{\partial\epsilon}\right)=(E-\epsilon)\frac{\langle\Sigma''\rangle}{D}.\tag{12}$$
By (8), $E$ falls while $\epsilon<E$ and rises once $\epsilon>E$, so a self-consistent point $E=\epsilon$ below the Dirichlet spectrum is a minimum. A poor basis may have no such point; in a complete basis it is $E_0$, if $E_0$ lies below that spectrum. The slope vanishes there, so $E-\epsilon=-(\epsilon-E_0)$ to first order, and integrating (12) gives
$$E(\epsilon)-E_0=C(\epsilon-E_0)^2+O\big((\epsilon-E_0)^3\big),\qquad C=-\frac{\langle\Sigma''\rangle}{2D}\Big|_{E_0}>0.\tag{13}$$
Feeding $E$ back as the next $\epsilon$ turns an error $e$ into $Ce^2$ at leading order, provided each iterate stays below the Dirichlet spectrum.

The $\Sigma'$ terms carry the bound. At $\epsilon=E_0$, multiplying (9) by $D$ cancels them and leaves $h[\phi,\phi]+\langle\Sigma(E_0)\rangle\ge E_0\int_I\phi^2$, with equality for the true $\phi$. For $\epsilon>E_0$, (7) gives $\langle\Sigma(\epsilon)\rangle<\langle\Sigma(E_0)\rangle$ for the true $\phi$ if it is nonzero on $S$. The lowest root of $[H+\Sigma(\epsilon)]c=EOc$ in a complete basis then lies below $E_0$.

## 7. The continuum and the Green's function in I

Inside the continuum of II no square-integrable $\psi$ exists for a general boundary value, so the norm in II diverges and (9) has no meaning as a bound. $\Sigma'$ itself can stay finite, as it does for the free half-line, where it is $-i/2k$ (part 8), but it is no longer minus a norm. What continues into the continuum is $\Sigma(z)$. For $\mathrm{Im}\,z>0$ the solution in II decays, and (4) to (6) hold with $z$ for $\epsilon$, since no complex conjugate was taken. Repeating (2) with $\psi^*$ as the left factor gives
$$\langle\phi|\Sigma(z)|\phi\rangle=\int_{II}\left(\tfrac12|\nabla\psi|^2+V|\psi|^2\right)-z\int_{II}|\psi|^2,\qquad \mathrm{Im}\langle\phi|\Sigma|\phi\rangle=-\mathrm{Im}\,z\int_{II}|\psi|^2<0.\tag{14}$$

Let $G(r,r';z)$ belong to the whole system, with $r'$ in I. As a function of $r$ in II it is a decaying source-free solution, so $\partial_nG=-2\Sigma G$ on $S$, and value and slope are continuous across $S$. Multiply $(H-z)G=\delta$ by $\chi_\mu$, integrate over I and use (3):
$$h[\chi_\mu,G]-\tfrac12\int_S\chi_\mu\partial_nG-z\int_I\chi_\mu G=\chi_\mu(r').$$
The surface term is $+\int_S\chi_\mu\Sigma G$. With $G=\sum_\nu\chi_\nu(r)g_\nu(r')$ this reads $(H+\Sigma-zO)g=\chi(r')$, so
$$G(r,r')=\sum_{\mu\nu}\chi_\mu(r)\,\mathcal G_{\mu\nu}\,\chi_\nu(r'),\qquad \mathcal G=[H+\Sigma(z)-zO]^{-1}.\tag{15}$$
The inverse exists because, by (14), the anti-Hermitian part of the matrix is negative definite. In a complete basis (15) is the full Green's function for both points in I. $\Sigma$ is taken at the energy $z$ itself, so no $\Sigma'$ appears. From $G=\sum_n|n\rangle\langle n|/(E_n-z)$ and $\mathrm{Im}\,(x-i0)^{-1}=\pi\delta(x)$, the density of states in I, for one spin, is
$$n_I(E)=\pi^{-1}\,\mathrm{Im}\int_IG(r,r;E+i0)\,dr=\pi^{-1}\,\mathrm{Im\,Tr}\,(O\mathcal G).\tag{16}$$

At $z=E+i0$ the waves in II are outgoing. The current density is $\mathrm{Im}(\psi^*\nabla\psi)$, so by (6) the current through $S$ is $J=-2\,\mathrm{Im}\langle\phi|\Sigma|\phi\rangle$. The divergence of the current, $\mathrm{Im}(\psi^*\nabla^2\psi)=\mathrm{Im}[2(V-E)|\psi|^2]$, is zero, so $J$ equals the far current. If $V$ tends to a constant in each channel, this is $\sum_mk_m|A_m|^2$ over open channels with wave numbers $k_m$. In a periodic substrate the outgoing waves are Bloch waves; $k_m$ is then replaced by the group velocity along $n$, which is positive for an outgoing wave, and $|A_m|^2$ by the cell average of the density of wave $m$. Thus $\mathrm{Im}\langle\phi|\Sigma|\phi\rangle=-J/2\le0$, and since the amplitudes $A_m$ are linear in $\phi$, the rank of $\mathrm{Im}\,\Sigma$ is at most the number of open channels. In the two-channel substrate at $E=0.2$, between the thresholds, the eigenvalues of $\mathrm{Im}\,\Sigma$ are $-0.44314$ hartree bohr and zero to rounding, and for the boundary vector $(1,0.5)$ both sides of the current relation are $-0.38492$ hartree bohr.

The embedding potential $\Sigma$ now replaces the substrate, both in a variational bound on the ground energy and in the Green's function of region I in the continuum. What remains is to work out $\Sigma$ for the free half-line, relate it to a lattice self-energy, and test the formulas on a numerical example.

Numbers in the example were calculated in double precision.
